# Stopping time of a 100 keV arsenic ion in silicon: a numerical check

```python
"""Stopping time of a 100 keV As ion in disordered Si.
Result under test: t is of order L/v0, equals 2L/v0 for constant force, and is
a few tenths of a picosecond for a path L of order 100 nm.
v0: initial speed; S(E): energy loss per unit path; p: local exponent in S ~ E^p.
Working units: nm, ps, eV. Mass is therefore in eV ps^2/nm^2.
Reference: universal (ZBL) nuclear plus Lindhard-Scharff electronic stopping.
The reference is an approximate model, not experiment.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import RectBivariateSpline

Z_ION, Z_SI = 33, 14
M_ION, M_SI = 74.92, 28.09
DENSITY = 50.0                 # atoms/nm^3, rounded
E_START = 100e3                # eV
E_END = 20.0                   # eV, rough displacement-energy scale
PATH_GUESS = 100.0             # nm

mass_unit = sc.atomic_mass * 1e6 / sc.e
mass = M_ION * mass_unit
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9       # eV nm
v_bohr = sc.alpha * sc.c * 1e-3                         # nm/ps
screen_length = 0.8854 * bohr / (Z_ION**0.23 + Z_SI**0.23)
eps_per_ev = (screen_length * M_SI
              / (Z_ION * Z_SI * coulomb * (M_ION + M_SI)))
nuclear_unit = (4 * np.pi * screen_length * Z_ION * Z_SI * coulomb
                * M_ION / (M_ION + M_SI))               # eV nm^2


def speed(energy):
    return np.sqrt(2 * energy / mass)


def reduced_nuclear(eps):
    return np.log(1 + 1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))


def nuclear_force(energy):
    return DENSITY * nuclear_unit * reduced_nuclear(eps_per_ev * energy)


electronic_drag = (DENSITY * 8 * np.pi * coulomb * bohr
                   * Z_ION**(7 / 6) * Z_SI
                   / (Z_ION**(2 / 3) + Z_SI**(2 / 3))**1.5 / v_bohr)


def electronic_force(energy):
    return electronic_drag * speed(energy)


def total_force(energy):
    return nuclear_force(energy) + electronic_force(energy)


def path_and_time(force, e_low):
    """Integrate dx=dE/S and dt=dE/(vS), using log energy."""
    limits = (np.log(e_low), np.log(E_START))
    path = quad(lambda y: np.exp(y) / force(np.exp(y)), *limits)[0]
    time = quad(lambda y: np.exp(y) / force(np.exp(y))
                / speed(np.exp(y)), *limits)[0]
    return path, time


def universal_screening(x):
    return (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
            + 0.2802 * np.exp(-0.4029 * x) + 0.02817 * np.exp(-0.2016 * x))


nodes, weights = np.polynomial.legendre.leggauss(64)
phase = (nodes + 1) * np.pi / 4
phase_weights = weights * np.pi / 4


def scattering_angle(eps, impact, screening=universal_screening):
    """Centre-of-mass angle; impact is in screening lengths."""
    eps, impact = np.broadcast_arrays(np.asarray(eps, float),
                                      np.asarray(impact, float))
    low = np.full(eps.shape, 1e-3)
    high = impact + 60.0
    for _ in range(70):
        middle = (low + high) / 2
        radial = (1 - screening(middle) / (middle * eps)
                  - (impact / middle)**2)
        low = np.where(radial < 0, middle, low)
        high = np.where(radial < 0, high, middle)
    distance = high[..., None] / np.sin(phase)
    radial = (1 - screening(distance) / (distance * eps[..., None])
              - (impact[..., None] / distance)**2)
    integral = np.sum(phase_weights * np.cos(phase) / np.sqrt(radial), axis=-1)
    return np.pi - 2 * impact / high * integral


# The scattering quadrature must recover the Rutherford angle.
test_impact = np.array([0.5, 1.0, 3.0])
numerical_angle = scattering_angle(0.5, test_impact, lambda x: np.ones_like(x))
rutherford_angle = 2 * np.arctan(1 / (2 * 0.5 * test_impact))
assert np.allclose(numerical_angle, rutherford_angle, rtol=1e-6)

# Nuclear fit against direct integration over all relevant impact parameters.
# The fit is a compact approximation, so agreement to several percent is expected.
root_nodes, root_weights = np.polynomial.legendre.leggauss(200)
root_max = np.sqrt(40.0)
root_b = (root_nodes + 1) * root_max / 2
root_weights = root_weights * root_max / 2
fit_ratios = []
for energy in (100e3, 10e3, 1e3):
    eps = eps_per_ev * energy
    angle = scattering_angle(eps, root_b**2)
    direct = eps * np.sum(root_weights * 4 * root_b**3 * np.sin(angle / 2)**2)
    fit_ratios.append(reduced_nuclear(eps) / direct)
assert np.max(np.abs(np.array(fit_ratios) - 1)) < 0.08

v_start, v_end = speed(E_START), speed(E_END)
path_ref, time_ref = path_and_time(total_force, E_END)
path_100, time_100 = path_and_time(total_force, 100.0)
path_1000, time_1000 = path_and_time(total_force, 1000.0)


# Energy integrals against direct time stepping of Newton's equation.
def motion(_, state):
    return [state[1], -total_force(mass * state[1]**2 / 2) / mass]


def reached_end(_, state):
    return state[1] - v_end


reached_end.terminal = True
track = solve_ivp(motion, (0, 5), [0, v_start], events=reached_end,
                  rtol=1e-8, atol=1e-9)
assert len(track.t_events[0]) == 1
assert abs(track.t_events[0][0] / time_ref - 1) < 1e-4
assert abs(track.y_events[0][0][0] / path_ref - 1) < 1e-4


# Power-law time factors against time stepping, with unit initial speed.
def slow_end(_, state):
    return state[1] - 1e-6


slow_end.terminal = True
power_factors = []
for exponent in (0.0, 0.25):
    power_track = solve_ivp(
        lambda _, s: [s[1], -max(s[1], 0.0)**(2 * exponent)],
        (0, 5), [0, 1], events=slow_end, rtol=1e-8, atol=1e-10, max_step=0.02)
    assert len(power_track.t_events[0]) == 1
    factor = power_track.t_events[0][0] / power_track.y_events[0][0][0]
    predicted = 2 * (1 - exponent) / (1 - 2 * exponent)
    # Ending at speed 1e-6 omits about 0.1 percent of the time for p=1/4.
    assert abs(factor / predicted - 1) < 0.002
    power_factors.append(factor)

# A force that falls during slowing makes the constant-force time a lower bound.
energy_grid = np.geomspace(E_END, E_START, 1000)
assert np.all(np.diff(total_force(energy_grid)) > 0)
chord_bound = 2 * path_ref / (v_start + v_end)
assert time_ref > chord_bound

simple_low = PATH_GUESS / v_start
simple_constant = 2 * PATH_GUESS / v_start
assert 0.1 < simple_low < simple_constant < 1.0
assert 0.2 < time_100 < time_ref < 1.0
assert 0.5 < simple_constant / time_ref < 2.0
assert 50 < path_ref < 200

# Electronic drag alone: energy quadrature against the linear-drag solution.
path_electronic, time_electronic = path_and_time(electronic_force, E_END)
assert np.isclose(path_electronic, mass * (v_start - v_end) / electronic_drag,
                  rtol=1e-6)
assert np.isclose(time_electronic,
                  mass / electronic_drag * np.log(v_start / v_end), rtol=1e-6)
path_nuclear, time_nuclear = path_and_time(nuclear_force, E_END)

# Monte Carlo: one binary collision per mean atomic spacing, ending below 100 eV.
# The medium is infinite; collisions beyond the sampled disk are omitted.
step = DENSITY**(-1 / 3)
impact_max = step / np.sqrt(np.pi) / screen_length
log_eps_grid = np.linspace(np.log(80 * eps_per_ev),
                           np.log(1.05 * E_START * eps_per_ev), 45)
root_grid = np.linspace(0, np.sqrt(impact_max), 90)
angle_table = scattering_angle(np.exp(log_eps_grid)[:, None],
                               root_grid[None, :]**2)
angle_spline = RectBivariateSpline(log_eps_grid, root_grid, angle_table)
rng = np.random.default_rng(12345)
count = 3000
ion_energy = np.full(count, E_START)
direction = np.ones(count)
depth = np.zeros(count)
track_length = np.zeros(count)
elapsed = np.zeros(count)
transfer_max = 4 * M_ION * M_SI / (M_ION + M_SI)**2
for _ in range(5000):
    active = np.flatnonzero(ion_energy > 100.0)
    if active.size == 0:
        break
    energy = ion_energy[active]
    mu = direction[active]
    depth[active] += step * mu
    track_length[active] += step
    elapsed[active] += step / speed(energy)
    impact = impact_max * np.sqrt(rng.random(active.size))
    theta = angle_spline.ev(np.log(eps_per_ev * energy), np.sqrt(impact))
    loss = (transfer_max * energy * np.sin(theta / 2)**2
            + electronic_force(energy) * step)
    ion_energy[active] = np.maximum(energy - loss, 0.0)
    lab_angle = np.arctan2(np.sin(theta), np.cos(theta) + M_ION / M_SI)
    azimuth = 2 * np.pi * rng.random(active.size)
    new_mu = (mu * np.cos(lab_angle)
              + np.sqrt(np.maximum(0, 1 - mu**2))
              * np.sin(lab_angle) * np.cos(azimuth))
    direction[active] = np.clip(new_mu, -1, 1)
assert np.all(ion_energy <= 100.0)
# Discrete losses, cutoff overshoot and the finite impact disk are real model
# differences from continuous slowing; time is more sensitive to them than path.
assert abs(track_length.mean() / path_100 - 1) < 0.15
assert abs(elapsed.mean() / time_100 - 1) < 0.30


def local_exponent(energy):
    ratio = 1.01
    return (np.log(total_force(energy * ratio) / total_force(energy / ratio))
            / (2 * np.log(ratio)))


thermal_speed = np.sqrt(3 * sc.k * 300 / sc.e / (M_SI * mass_unit))

print(f"Initial energy: {E_START/1e3:.0f} keV")
print(f"As mass: {M_ION:.2f} u = {M_ION*sc.atomic_mass:.3e} kg")
print(f"Si atomic density (rounded): {DENSITY:.0f} nm^-3")
print(f"Assumed path: {PATH_GUESS:.0f} nm")
print(f"Initial speed: {v_start:.1f} nm/ps = {v_start*1e3:.3e} m/s")
print(f"Simple floor L/v0: {simple_low:.3f} ps")
print(f"Constant-force time 2L/v0: {simple_constant:.3f} ps")
print(f"Mean force E0/L: {E_START/PATH_GUESS:.0f} eV/nm")
print(f"Constant deceleration: {v_start**2/(2*PATH_GUESS):.0f} nm/ps^2")
for energy in (100e3, 10e3, 1e3, 100.0):
    print(f"At {energy/1e3:g} keV: nuclear {nuclear_force(energy):.0f}, "
          f"electronic {electronic_force(energy):.0f}, "
          f"total {total_force(energy):.0f} eV/nm; "
          f"p={local_exponent(energy):.2f}")
for energy, ratio in zip((100, 10, 1), fit_ratios):
    print(f"Nuclear fit/direct integral at {energy} keV: {ratio:.3f}")
print(f"Power-law factor t*v0/L, p=0: {power_factors[0]:.3f}")
print(f"Power-law factor t*v0/L, p=1/4: {power_factors[1]:.3f}")
print(f"Model to 1 keV: path {path_1000:.1f} nm, time {time_1000:.3f} ps")
print(f"Model to 100 eV: path {path_100:.1f} nm, time {time_100:.3f} ps")
print(f"Model to {E_END:.0f} eV: path {path_ref:.1f} nm, time {time_ref:.3f} ps")
print(f"Speed at {E_END:.0f} eV: {v_end:.2f} nm/ps")
print(f"Model path divided by v0: {path_ref/v_start:.3f} ps")
print(f"Twice model path divided by v0: {2*path_ref/v_start:.3f} ps")
print(f"Convexity lower bound: {chord_bound:.3f} ps")
print(f"Simple constant-force/model time: {simple_constant/time_ref:.2f}")
print(f"No electronic loss: path {path_nuclear:.1f} nm, "
      f"time {time_nuclear:.3f} ps")
print(f"No nuclear loss: path {path_electronic:.0f} nm, "
      f"time {time_electronic:.2f} ps")
print(f"Monte Carlo ions: {count}; free path {step:.3f} nm; end below 100 eV")
print(f"Monte Carlo path: mean {track_length.mean():.1f} nm, "
      f"standard deviation {track_length.std():.1f} nm")
print(f"Monte Carlo depth: mean {depth.mean():.1f} nm, "
      f"standard deviation {depth.std():.1f} nm")
print(f"Monte Carlo time: mean {elapsed.mean():.3f} ps, "
      f"standard deviation {elapsed.std():.3f} ps")
print(f"Relativistic parameter (v0/c)^2: {(v_start*1e3/sc.c)**2:.2e}")
print(f"Thermal rms speed of Si atom at 300 K: {thermal_speed:.3f} nm/ps")
print("no test failed")
```

Printed output:

```
Initial energy: 100 keV
As mass: 74.92 u = 1.244e-25 kg
Si atomic density (rounded): 50 nm^-3
Assumed path: 100 nm
Initial speed: 507.5 nm/ps = 5.075e+05 m/s
Simple floor L/v0: 0.197 ps
Constant-force time 2L/v0: 0.394 ps
Mean force E0/L: 1000 eV/nm
Constant deceleration: 1288 nm/ps^2
At 100 keV: nuclear 1218, electronic 285, total 1503 eV/nm; p=0.04
At 10 keV: nuclear 947, electronic 90, total 1037 eV/nm; p=0.27
At 1 keV: nuclear 418, electronic 28, total 447 eV/nm; p=0.45
At 0.1 keV: nuclear 128, electronic 9, total 137 eV/nm; p=0.57
Nuclear fit/direct integral at 100 keV: 1.007
Nuclear fit/direct integral at 10 keV: 1.000
Nuclear fit/direct integral at 1 keV: 0.998
Power-law factor t*v0/L, p=0: 2.000
Power-law factor t*v0/L, p=1/4: 2.997
Model to 1 keV: path 76.3 nm, time 0.316 ps
Model to 100 eV: path 79.4 nm, time 0.416 ps
Model to 20 eV: path 80.2 nm, time 0.495 ps
Speed at 20 eV: 7.18 nm/ps
Model path divided by v0: 0.158 ps
Twice model path divided by v0: 0.316 ps
Convexity lower bound: 0.312 ps
Simple constant-force/model time: 0.80
No electronic loss: path 92.2 nm, time 0.547 ps
No nuclear loss: path 693 nm, time 5.90 ps
Monte Carlo ions: 3000; free path 0.271 nm; end below 100 eV
Monte Carlo path: mean 76.9 nm, standard deviation 24.9 nm
Monte Carlo depth: mean 67.8 nm, standard deviation 23.4 nm
Monte Carlo time: mean 0.362 ps, standard deviation 0.090 ps
Relativistic parameter (v0/c)^2: 2.87e-06
Thermal rms speed of Si atom at 300 K: 0.516 nm/ps
no test failed
```
